# Why Short Wavelength Does Not Set Helium-Ion Resolution in Resist

A beam of 30 keV helium ions is focused onto a resist film 30 nm thick. Each ion arrives somewhere near the intended point, is deflected by atoms on its way down, and releases electrons that alter the resist a short distance from its track. The pattern is blurred by all of these displacements together. Which of them decides how fine the pattern can be?

A tempting answer is the de Broglie wavelength. Helium is thousands of times heavier than an electron, so its wavelength at equal energy is far shorter, and diffraction is correspondingly weaker. Both statements are true. The conclusion that the fine resolution in resist is therefore mainly due to the wavelength does not follow, because it ranks one contribution without measuring the others.

## What the belief gets right

Atomic units are used in the algebra ($\hbar=m_e=e=1$), and lengths in the example are in nm. For kinetic energy $E$ and ion mass $M$, the momentum is $p=\sqrt{2ME}$. For an electron the relativistic relation gives $p^2=2E+E^2/c^2$. In both cases $\lambda=2\pi/p$, so at 30 keV

$$\lambda_{\rm He}=8.29\times10^{-5}\ {\rm nm},\qquad \lambda_e=6.98\times10^{-3}\ {\rm nm},$$

a ratio of 84. The helium value is $8.3\times10^{-4}$ angstrom.

To compare blurs of different shapes, let $r_{50}$ be the radius that encloses half of the current or of the exposure events. A uniformly filled round lens of half-angle $\alpha$ produces the focal amplitude

$$A(v)=\int_0^1J_0(v\rho)\,2\rho\,d\rho=\frac{2J_1(v)}{v},\qquad v=\frac{2\pi\alpha r}{\lambda}.$$

The enclosed fraction of the current is

$$F(v)=\frac12\int_0^vA^2v'\,dv'=2\int_0^v\frac{J_1^2(v')}{v'}\,dv'.$$

Since $J_0'=-J_1$ and $J_1'=J_0-J_1/v$,

$$\frac{d}{dv}(J_0^2+J_1^2)=-2J_0J_1+2J_1J_0-\frac{2J_1^2}{v}=-\frac{2J_1^2}{v},$$

and therefore $F=1-J_0^2-J_1^2$. Setting $F=1/2$ gives $v=1.680$, or $r_{50}=0.267\,\lambda/\alpha$. With $\alpha=0.5$ mrad, helium diffraction contributes 0.044 nm.

An electron wavelength at that same half-angle would give 3.7 nm. Short wavelength is thus an enabling condition: it lets the lens work at a small angle, where its aberrations are weak. But an electron lens can work at a larger angle. At 10 mrad its diffraction blur is 0.19 nm, so the 84-fold difference in wavelength becomes a fourfold difference in diffraction blur. This presumes a lens with aberration coefficients far smaller than those used for helium below; with the same chromatic coefficient and energy spread, 10 mrad would give a blur of about 1.7 nm.

Nor does wavelength favour helium over heavier ions. A singly charged ion of mass 70 u has $\lambda=1.98\times10^{-5}$ nm at the same energy, about a quarter of the helium value. If wavelength ranked the instruments, the heavier ion would win regardless of its source.

## The source and the probe

Let the source image be Gaussian, with standard deviation $\sigma$ along each axis, and let $B$ be the brightness on the axis: current per area and solid angle. The integral of $e^{-r^2/2\sigma^2}$ over the plane is $2\pi\sigma^2$, and a narrow cone has solid angle $\pi\alpha^2$. Hence

$$I=B\,(2\pi\sigma^2)(\pi\alpha^2),\qquad
\sigma=\frac{1}{\pi\alpha}\sqrt{\frac{I}{2B}}.$$

This shows what "small source" must mean. A lens can shrink an image while widening its cone, so size alone is not decisive. For a given current per solid angle, a smaller emitting area means a higher $B$, and it is $B$ that counts.

Half of a Gaussian spot lies inside $r_{50}=\sigma\sqrt{2\ln2}=1.177\,\sigma$. Dividing by the diffraction radius removes the half-angle:

$$\frac{r_{50}^{\rm source}}{r_{50}^{\rm diff}}
=\frac{1.177}{0.267\,\pi}\,\frac{\sqrt{I/2B}}{\lambda}.$$

For a current of 1 pA and $B=4\times10^9$ A/(cm² sr), $\sqrt{I/2B}=1.12\times10^{-4}$ nm. Then $\sigma=0.071$ nm, $r_{50}=0.084$ nm, and the ratio is 1.9. Because the ratio varies as $\sqrt I$, diffraction would overtake the source below about $1/1.89^2=0.28$ pA. Even for the probe alone, the ranking depends on the current.

Energy spread adds a third term. An energy error $\delta E$ shifts the focus by $\delta z=C_c\,\delta E/E$, where $C_c$ is the chromatic coefficient. A ray at fraction $\rho$ of the lens radius then lands $\alpha\rho|\delta z|$ from the axis. In the wave calculation, the same shift adds the phase $\pi\alpha^2\rho^2\delta z/\lambda$ across the lens. With $C_c=30$ mm and a Gaussian spread of 1 eV full width at half maximum, the geometric blur is 0.086 nm.

Averaging the diffracted intensity over energy and adding the source image gives a probe radius of 0.140 nm. Making the wavelength ten times shorter, with all other settings fixed, reduces it to 0.131 nm. Replacing the source by a point reduces it to 0.099 nm. These are sampled values, uncertain by about 0.001 nm.

## Forward scattering is limited, but not weak

Now let the ion enter the film. Represent an ion–atom encounter by the screened repulsion $V=Z_1Z_2e^{-r/a}/r$, with $Z_1=2$ for helium and $Z_2=6$ for a carbon-like atom. The screening length adopted is $a=0.8853/(Z_1^{0.23}+Z_2^{0.23})$ bohr, or 0.0175 nm.

For a small deflection, integrate the transverse force along a straight path at distance $b$ from the atom. With $r=\sqrt{b^2+z^2}$ and $z=b\sinh t$, we have $dz=r\,dt$, so

$$\int_{-\infty}^{\infty}\frac{e^{-r/a}}r\,dz
=\int_{-\infty}^{\infty}e^{-(b/a)\cosh t}\,dt=2K_0(b/a).$$

The force is $-\partial V/\partial b$, time is $z/v$ at ion speed $v$, and $K_0'=-K_1$. The transverse momentum is therefore $\Delta p=(2Z_1Z_2/va)K_1(b/a)$. Dividing by $p$ and using $pv=2E$ gives

$$\theta(b)=\frac{Z_1Z_2}{Ea}K_1(b/a).$$

Here $E$ is the laboratory energy; recoil of the atom does not enter at this order. At $b=a$ the formula gives 19.9 mrad. Numerical integration of Newton's equations, with a free carbon atom that recoils, gives 19.7 mrad.

Let $N$ be the number of atoms per volume, and put $x=b/a$. Collisions at impact parameters between $b$ and $b+db$ occur $N2\pi b\,db$ times per unit path, so the mean-square angle grows at the rate

$$R_{\rm ion}=N\int\theta^2\,2\pi b\,db
=2\pi N\left(\frac{Z_1Z_2}{E}\right)^2G,\qquad
G=\int_{x_0}^{\infty}xK_1^2\,dx.$$

The lower limit excludes rare single deflections above 0.5 rad, for which the small-angle treatment is unsuitable. To evaluate $G$, use $K_2=K_0+2K_1/x$ to write

$$H=\frac{x^2}{2}(K_1^2-K_0K_2)=\frac{x^2}{2}(K_1^2-K_0^2)-xK_0K_1.$$

With $K_0'=-K_1$ and $K_1'=-K_0-K_1/x$, the derivative of the first term is $-xK_0^2$, and that of the second is $xK_1^2+xK_0^2$. Thus $H'=xK_1^2$. Since $H$ vanishes at infinity,

$$G=\frac{x_0^2}{2}\left[K_0(x_0)K_2(x_0)-K_1^2(x_0)\right].$$

For small $x_0$ this approaches $\ln(2/x_0)-0.577-\tfrac12$: the familiar slow logarithm of Coulomb scattering. Here $x_0=0.0655$ and $G=2.35$. With 50 atoms per nm³, the rate is $2.45\times10^{-4}$ rad²/nm.

Is this less than for an electron? In the Born approximation the scattering amplitude has magnitude $(\gamma/2\pi)|\int Ve^{i\mathbf q\cdot\mathbf r}d^3r|$, where $\gamma=1+E/c^2$ and $q$ is the momentum transfer. For a screened atom,

$$\left|\int Ve^{i\mathbf q\cdot\mathbf r}d^3r\right|
=\frac{4\pi Z_2}{q}\int_0^\infty e^{-r/a_e}\sin(qr)\,dr
=\frac{4\pi Z_2}{q^2+a_e^{-2}}.$$

The adopted length is $a_e=0.8853\,Z_2^{-1/3}$ bohr. At small angles $q=p\theta$ and $d\Omega=2\pi q\,dq/p^2$. Squaring the amplitude and weighting it by $\theta^2=q^2/p^2$ gives

$$R_e=\frac{8\pi N\gamma^2Z_2^2}{p^4}
\int_0^{p\theta_c}\frac{q^3\,dq}{(q^2+a_e^{-2})^2}
=\frac{4\pi N\gamma^2Z_2^2}{p^4}
\left[\ln(1+Q)-\frac{Q}{1+Q}\right],$$

where $Q=(p\theta_ca_e)^2$ and $\theta_c=0.5$ rad; the substitution $t=q^2$ performs the integral. At nonrelativistic energy $p^4=4E^2$, and for large $Q$ the bracket is $2[\ln(p\theta_ca_e)-\tfrac12]$. The prefactor becomes $2\pi N(Z_2/E)^2$. Compared with the ion result, the mass has cancelled outside the logarithms, while the ion keeps an extra factor $Z_1^2=4$.

The computed ratio $R_{\rm ion}/R_e$ is 4.5. Multiplying the electron rate by $(Z_2+1)/Z_2$, as an estimate of scattering by atomic electrons, lowers it to 3.9. At equal energy, helium is scattered more than an electron. A heavy ion has more momentum, but it also moves more slowly and spends longer beside each atom; these two effects offset each other, and the excess comes mainly from helium's doubled nuclear charge.

The spread is limited because the film is thin. A deflection at height $s$ above the film bottom causes a displacement $\theta s$. Random azimuths remove the cross terms, so for thickness $T$

$$\langle r^2\rangle=\int_0^TR_{\rm ion}s^2\,ds=\frac{R_{\rm ion}T^3}{3}.$$

For 30 nm, with single deflections above 0.5 rad left out, the root-mean-square displacement is 1.48 nm; it grows slowly if that cut is raised. Sampling individual collisions gives the same value, but a median of 0.63 nm: infrequent large deflections weigh heavily in the mean square. The median is more sensitive to the screening function than the mean square: the longer-tailed universal screening raises it to about 0.67 nm, while the combined blur below hardly changes. For comparison, the electron elastic mean free path is 135 nm in this model, so a fraction $e^{-30/135}=0.80$ of electrons cross without an elastic collision. The simple screening makes this path too long: a Hartree–Fock carbon atom in the same Born approximation gives about 90 nm and a fraction near 0.7, so most electrons still cross without such a collision.

## What the slow electrons do

A helium beam also differs from an electron beam in the electrons it releases. Viewed from the heavy ion, an electron initially at rest arrives at speed $v$ and can at most be reversed. In the laboratory it then leaves at $2v$, with energy $2v^2=4E/M$, or 16.4 eV. If it initially moves toward the ion at speed $u$, it leaves at $2v+u$, and its gain is

$$\frac{(2v+u)^2-u^2}{2}=2v(v+u).$$

With $v=0.55$ and $u=1$ atomic unit, this is 46 eV. It is not a universal ceiling, since tightly bound electrons can move faster.

A primary electron faces no such mass mismatch. For two equal masses, the transferred energy is $E\sin^2(\Theta/2)$, where $\Theta$ is the centre-of-mass angle. Rutherford scattering with centre-of-mass energy $E/2$ gives $\tan(\Theta/2)=1/(bE)$, so

$$T_s=\frac{E}{1+b^2E^2},\qquad
\pi b^2=\pi\left(\frac1{ET_s}-\frac1{E^2}\right).$$

The second expression is the cross-section for transfers above $T_s$. Collisions that transfer more than $E/2$, after which the struck electron is the faster one, are rare and are left out. The number above $T_s$ is then proportional to $1/T_s-2/E$. The energy they carry is proportional to $\int dT/T=\ln(E/2T_s)$. Among secondaries above 10 eV from these close collisions, those above 46 eV make up 22% by number but carry 79% of the energy. This estimate neglects binding, exchange and relativity. It shows how an electron beam supplies fast secondaries that helium does not produce from electrons with $u\leq1$.

Slow does not mean motionless. Suppose helium's secondaries start isotropically and travel an exponentially distributed distance $s$ with mean $L$. Their sideways displacement is $s\sin\vartheta$. Since $\langle s^2\rangle=2L^2$ and $\langle\sin^2\vartheta\rangle=2/3$, $\langle r^2\rangle=4L^2/3$. The median solves

$$\int_0^{\pi/2}\sin\vartheta\,e^{-r_{50}/(L\sin\vartheta)}\,d\vartheta=\frac12.$$

For $L=2$ nm it is 1.02 nm. This $L$ is a rough input, not a derived range. The conclusion has ample room for error, however: $L$ would have to fall to 0.087 nm before this blur matched helium diffraction.

## The decisive comparison

Treat the optical, scattering and secondary displacements as independent and add them as vectors. The combined $r_{50}$ at the film bottom is 1.52 nm, or 15 angstrom. Each row below changes one thing and holds the other settings fixed; the entries are sampled and uncertain by about 1%.

| Change | Combined $r_{50}$ (nm) |
|---|---:|
| None | 1.52 |
| Wavelength ten times shorter | 1.50 |
| Diffraction as wide as in the electron lens | 1.60 |
| No forward scattering | 1.05 |
| No secondary transport | 0.68 |
| Source brightness $10^6$ A/(cm² sr) | 5.75 |
| Film thickness doubled | 2.85 |
| Secondary path doubled | 2.43 |

A tenfold shorter wavelength gains less than 2%. Even restoring the electron lens's diffraction blur costs only about 5%. Removing secondary transport, by contrast, reduces the blur by more than half, and removing scattering reduces it by about a third. The order of these two depends on the rough value of $L$: with $L=1$ nm, scattering would matter more than secondary transport. Wavelength would remain minor in either case.

The source needs a separate reading. At its present brightness it, too, is a minor part of the resist blur. Its importance appears when it is lost: at the same half-angle, a dim source makes the blur nearly four times larger with the wavelength unchanged. Opening the lens to about 3 mrad, where chromatic and spherical aberration (coefficient 100 mm) take over, recovers much of this and leaves about 2 nm, roughly a third above the bright-source value. Wavelength would also matter if it were lost at fixed half-angle, as the 3.7 nm figure showed. Both are conditions for a fine probe; neither is the main limit once that probe reaches this film.

## Beside a real resist

The settings are rough typical values for helium writing in a thin organic resist, and the result is a model blur, not a line width. One neglected effect is of a different kind: the dose is not smooth but arrives as single ions. At a rough 5 µC/cm² there are 0.31 ions per nm², hence 2.3 on average within the combined $r_{50}$ disc, with a relative Poisson fluctuation of 66%. This leaves the average blur unchanged but can make individual edges irregular. The estimated corrections to the average blur itself are modest: a C₅H₈O₂ composition at the same heavy-atom density, with scattering scaled by $Z_2^2$ alone, multiplies the mean-square scattering angle by about 1.25, raising the scattering rms by roughly a tenth and the combined $r_{50}$ to about 1.6 nm, and a rough energy loss of 60 eV/nm removes 6% of the beam energy across the film. Vibration, molecular size and development are outside the model and can add further blur. The numerical output below gives the remaining estimates.

## Calculated quantities

```
beam energy 30000 eV, current 1.0 pA
half-angle: helium 0.5, electron 10 mrad
brightness: bright 4e+09, dim 1e+06 A/(cm2 sr)
energy spread FWHM 1.0 eV
chromatic coefficient 30 mm
film 30 nm, 50 atoms/nm3, Z = 6
mean secondary path 2.0 nm (rough input)
wavelength helium 8.290e-05 nm
wavelength electron 6.979e-03 nm, ratio 84.2
wavelength ion of 70 u 1.982e-05 nm
Airy half-current v 1.6802, r50*alpha/lam 0.2674
diffraction r50 helium 0.0443 nm
diffraction r50 electron, own lens 0.187 nm
electron wavelength at helium half-angle: r50 3.73 nm
source image sigma 0.0712 nm, r50 0.0838 nm
source r50 / diffraction r50 1.89
geometric chromatic r50 0.086 nm
probe r50 0.140 nm
probe r50, wavelength/10 0.131 nm
probe r50, point source 0.099 nm
probe r50, dim source 5.33 nm
ion speed 0.5498 a.u., screening length 0.01746 nm
angle scale Z1Z2/(Ea) 32.98 mrad
deflection at b=a: formula 19.85 mrad
deflection at b=a: Newton 19.65 mrad
single-deflection cut 0.5 rad, x0 0.0655, G 2.350
mean-square angle rate helium 2.449e-04 rad2/nm
mean-square angle rate electron 5.399e-05 rad2/nm
rate ratio 4.54; with electron inelastic 3.89
electron elastic mean free path 135 nm
electrons unscattered in film 0.80
helium lateral rms: formula 1.48 nm
helium lateral rms: sampled 1.48 nm
helium scattering r50 0.63 nm
top transfer, electron at rest 16.4 eV
top transfer, electron at 1 a.u. speed 46.4 eV
electron beam, secondaries over 10 eV, part above that top:
  by number 0.22, by energy 0.79
secondary-electron r50 1.02 nm
path making it equal to diffraction 0.087 nm
TOTAL r50 1.52 nm = 15.2 angstrom
total, wavelength/10: 1.497 nm (base 1.521)
total, electron-lens diffraction: 1.602 nm
total, no forward scattering: 1.05 nm
total, no secondary transport: 0.68 nm
total, dim source: 5.75 nm
total, film doubled: 2.85 nm
total, secondary path doubled: 2.43 nm
neglected: dose 5 uC/cm2 = 0.312 ions/nm2
  ions in total-r50 disc 2.3, noise 66 %
  energy loss at 60 eV/nm: 1800 eV, 6 %
  C5H8O2 composition: mean-square angle x 1.25
  universal screening: mean-square angle x 0.99
  spherical, 100 mm: edge ray 0.0125 nm
  turned back in 100 nm of Z=14 substrate 0.7 %
```
